\section*{Why Slight Compensation Moves the Zero-Temperature Fermi Level to the Donors}

\section{Compensation and the low-temperature Fermi level}

A freeze-out estimate that ignores a trace of acceptors can be wrong by many orders of magnitude. Take silicon with $10^{15}$ donors per cm$^3$, each bound by 45 meV, at 10 K. In the model below, leaving out $10^{12}$ acceptors per cm$^3$, a thousandth of the donor density, makes the calculated band-electron density too large by a factor of about $2\times10^{7}$. At 20 K, where the density is no longer vanishingly small, the factor is about 30. A second error follows when a donor depth is read from an Arrhenius plot: in the same model, the low-temperature slope is half the depth without acceptors and the full depth with them.

Both errors have one origin. In this model, as $T\to0$, the Fermi level of an uncompensated crystal tends to the midpoint between donor level and conduction edge. With any fixed partial compensation it tends to the donor level. The cause is the number of empty donors, which vanishes exponentially in the first case and stops at a floor in the second.

\subsection{Model and central identity}

Let $N_D$ be the density of identical donors at energy $E_D=E_C-\varepsilon$, where $E_C$ is the conduction edge. Let $N_A$ be the density of acceptors, with $0\le N_A<N_D$. The acceptors lie far below the Fermi level $\mu$, so each holds one electron taken from a donor. Donors do not interact, a donor binds at most one electron, and the crystal is large, neutral and in equilibrium. Algebra is in atomic units, and $kT$ is an energy.

An empty donor has statistical weight 1. An occupied donor has $g=2$ spin states, each of weight $e^{(\mu-E_D)/kT}$. The densities of occupied and empty donors therefore obey
\begin{equation}
\frac{N_D^0}{N_D^+}=g\,e^{(\mu-E_D)/kT}.
\label{eq:ratio}
\end{equation}
In the band, the Fermi function reduces to a Boltzmann factor when $E_C-\mu\gg kT$. Silicon has six equivalent ellipsoidal valleys with masses $m_l$ and $m_t$. Counting two spins and doing the three Gaussian integrals gives
\begin{align}
n&=\frac{2\cdot 6}{(2\pi)^3}\,e^{(\mu-E_C)/kT}
\int d^3k\;e^{-(k_l^2/2m_l+k_t^2/2m_t)/kT}\nonumber\\
&=N_C\,e^{(\mu-E_C)/kT},\qquad
N_C=12\,m_t\sqrt{m_l}\left(\frac{kT}{2\pi}\right)^{3/2}.
\label{eq:band}
\end{align}

Each empty donor has given its electron either to an acceptor or to the band. Hence $N_D^+=N_A+n$ and $N_D^0=N_D-N_A-n$. Inserting these in (\ref{eq:ratio}) and taking the logarithm yields
\begin{equation}
\mu-E_D=kT\ln\frac{N_D-N_A-n}{g\,(N_A+n)}.
\label{eq:central}
\end{equation}
The prefactor $kT$ vanishes at low temperature. The Fermi level can stay a finite energy above $E_D$ only if the logarithm grows as $1/kT$, which requires an exponentially small density of empty donors.

To find $n$, use (\ref{eq:band}) to write $e^{(\mu-E_D)/kT}=(n/N_C)e^{\varepsilon/kT}$. Then (\ref{eq:ratio}) becomes $N_D^0/N_D^+=n/n_1$, with $n_1=(N_C/g)e^{-\varepsilon/kT}$, or
\begin{equation}
n(n+N_A)=n_1(N_D-N_A-n).
\label{eq:quad}
\end{equation}
This is the quadratic $n^2+(N_A+n_1)n-n_1(N_D-N_A)=0$. Multiplying and dividing its positive root by the conjugate expression gives a form without cancellation at small $n_1$:
\begin{equation}
n=\frac{2n_1(N_D-N_A)}{N_A+n_1+\sqrt{(N_A+n_1)^2+4n_1(N_D-N_A)}}.
\label{eq:stable}
\end{equation}
At any fixed $T>0$ this is continuous in $N_A$, and so is $\mu$. The jump appears only in the limit $T\to0$.

\subsection{The two limits}

Without acceptors, (\ref{eq:quad}) reads $n^2=n_1(N_D-n)$. Since $n_1\to0$, the density becomes $n\simeq\sqrt{n_1N_D}\ll N_D$. Equation (\ref{eq:central}) then gives
\begin{align}
\mu-E_D&\simeq kT\ln\frac{N_D}{g\sqrt{n_1N_D}}
=kT\left[\ln\frac{N_D}{g}-\frac12\ln\frac{N_CN_D}{g}+\frac{\varepsilon}{2kT}\right]\nonumber\\
&=\frac{\varepsilon}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_C}.
\label{eq:mid}
\end{align}
Because $N_C\propto T^{3/2}$, the last term behaves as $T\ln T$ and vanishes, so $\mu\to(E_C+E_D)/2$. The half comes from the square root: every band electron leaves one empty donor, and the two populations must stay equal. Their Boltzmann factors, $e^{-(E_C-\mu)/kT}$ and $e^{-(\mu-E_D)/kT}$, can balance as $T\to0$ only if $\mu$ is equally far from both levels.

With $N_A>0$ held fixed, (\ref{eq:quad}) gives $n\le n_1(N_D-N_A)/N_A\to0$, but the density of empty donors tends to $N_A$. With $K=N_A/N_D$,
\begin{equation}
\mu-E_D\simeq kT\ln\frac{1-K}{gK}\;\longrightarrow\;0.
\label{eq:pin}
\end{equation}
The donor level is now partly filled, and a level with a fixed fractional filling must lie within a finite number of $kT$ of $\mu$. The approach is from above if $1-K>gK$, that is $K<1/3$, and from below if $K>1/3$. Full compensation, $K=1$, is excluded because no donor then stays occupied in the limit.

Electron addition and removal energies show the same thing. At exactly $T=0$ without acceptors, removing an electron costs a donor electron at $E_D$, while an added one must enter the band at $E_C$. Any $\mu$ between these energies fits the filling, and the midpoint is selected by the limit from $T>0$. If one acceptor has emptied one donor, the added electron can go there, and both energies are $E_D$.

A sum over all configurations of a finite crystal with 4000 donors and 400\,000 band states at $E_C$ confirms this. At $kT=\varepsilon/2000$, the removal and addition energies above $E_D$ are $0.004\,\varepsilon$ and $0.994\,\varepsilon$ without acceptors. With one acceptor, they are $0.0035\,\varepsilon$ and $0.0038\,\varepsilon$. The small offsets are entropy terms: for example, the choice of band state lowers the addition energy by $kT\ln(400\,000)=12.9\,kT=0.006\,\varepsilon$.

\subsection{How large, and at what temperature}

The example uses rough values for phosphorus in silicon: $\varepsilon=45$ meV, $N_D=10^{15}$ cm$^{-3}$, $m_l=0.92$ and $m_t=0.19$ electron masses. These give $N_C=1.67\times10^{17}$ cm$^{-3}$ at 10 K, where $kT=0.862$ meV. Equations (\ref{eq:mid}) and (\ref{eq:pin}) become
\begin{align}
N_A=0:\quad \mu-E_D&=22.5+\tfrac12(0.862)\ln\frac{10^{15}}{2(1.67\times10^{17})}
=20.0\ \text{meV},\nonumber\\
N_A=10^{12}\ \text{cm}^{-3}:\quad \mu-E_D&=0.862\,\ln\frac{0.999}{0.002}=5.4\ \text{meV}.\nonumber
\end{align}
The difference of 14.6 meV is $17.0\,kT$, and $e^{17.0}\approx2\times10^{7}$ is the density error quoted at the start. The compensated density itself is then only about $2\times10^{-3}$ cm$^{-3}$, too small to measure. At 20 K it is about $10^{9}$ cm$^{-3}$, and the difference of 5.9 meV in the table below is $3.4\,kT$, a factor of 30.

Solving neutrality with the full Fermi integral gives these values of $\mu-E_D$ in meV, at fixed $N_D$:

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $N_A=0$ & $10^{10}$ cm$^{-3}$ & $10^{12}$ cm$^{-3}$\\
\hline
1 & 22.4 & 0.9 & 0.5\\
5 & 21.5 & 4.7 & 2.7\\
10 & 20.0 & 9.3 & 5.4\\
20 & 16.6 & 16.3 & 10.7\\
30 & 12.9 & 12.9 & 12.5\\
50 & 4.4 & 4.4 & 4.4
\end{tabular}
\end{center}

On cooling, a lightly compensated crystal first follows the uncompensated curve towards the midpoint. It then leaves that curve and descends along the straight line (\ref{eq:pin}). The change occurs where the uncompensated density $\sqrt{n_1N_D}$ has fallen to $N_A$. Setting $N_CN_De^{-\varepsilon/kT^*}/g=N_A^2$ gives
\begin{equation}
kT^*=\frac{\varepsilon}{\ln\left[N_CN_D/(gN_A^2)\right]},
\label{eq:cross}
\end{equation}
with $N_C$ taken at $T^*$. For $N_A\ll N_D$, (\ref{eq:quad}) at this point is $n^2+nN_A=N_A^2$, so $n=(\sqrt5-1)N_A/2=0.618\,N_A$.

For $N_A=10^{12}$ cm$^{-3}$ the crossover is at 26.5 K; for $10^{10}$ cm$^{-3}$ it is at 18.4 K. Even one acceptor per cm$^3$ gives 7.2 K. Twelve orders of magnitude in $N_A$ change $T^*$ by less than a factor of four, because $N_A$ enters through a logarithm. The last case is formal: at 5 K the uncompensated density is $1.1\times10^{-7}$ cm$^{-3}$, an average that has meaning only for an enormous crystal in equilibrium.

The two limits can be joined. Let $K\to0$ while $t=kT\ln(1/K)/\varepsilon$ stays fixed, and write $s=\sqrt{n_1N_D}$. The density of empty donors, $y=N_A+n$, obeys $y(y-N_A)=n_1(N_D-y)$. Since $n^2\le n_1N_D$, it follows that $y\le N_A+s$. Also $y\ge N_A$ and $y^2\ge n_1(N_D-y)\simeq s^2$. Thus $y$ equals the larger of $N_A$ and $s$ within a factor of about two, which the prefactor $kT$ makes harmless in (\ref{eq:central}). Apart from powers of $\ln(1/K)$, equally harmless, $s/N_D$ is $e^{-\varepsilon/2kT}=K^{1/(2t)}$. This is smaller than $K$ for $t<1/2$ and larger for $t>1/2$, so
\begin{equation}
\frac{\mu-E_D}{\varepsilon}\longrightarrow\min\left(t,\tfrac12\right).
\end{equation}
The jump is a ramp whose width in temperature shrinks as $1/\ln(1/K)$. At $\ln(1/K)=20\,000$, the numerical solution gives 0.3000 at $t=0.3$ and 0.5001 at $t=0.7$.

\subsection{Consequences for measured slopes}

The low-temperature densities follow from the two limits of (\ref{eq:quad}):
\begin{align}
N_A=0:\quad n&\simeq\sqrt{\frac{N_CN_D}{g}}\;e^{-\varepsilon/2kT}\propto T^{3/4}e^{-\varepsilon/2kT},\\
N_A>0:\quad n&\simeq\frac{N_C}{g}\,\frac{1-K}{K}\;e^{-\varepsilon/kT}\propto T^{3/2}e^{-\varepsilon/kT}.
\label{eq:ncomp}
\end{align}
After division by the stated power of $T$, the numerical slopes at 5 K are 22.5 meV for $N_A=0$ and 45.0 meV for $N_A=10^{12}$ cm$^{-3}$. These values test the formulas only, since the densities at 5 K are far too small to measure. The power matters: differentiating $\ln n$ from (\ref{eq:ncomp}) with respect to $-1/kT$ gives $\varepsilon+\frac32kT$, an excess of 2.6 meV at 20 K if the factor $T^{3/2}$ is left in the data.

The half-depth slope needs a temperature above $T^*$ but low enough that most donors are still occupied. For $N_A=10^{12}$ cm$^{-3}$ this window is narrow. At $T^*=26.5$ K the local slope of $n/T^{3/4}$ is still 33 meV, and at 30 K it is 26 meV; it lies within 1 meV of 22.5 meV only from about 35 to 45 K. At 50 K the tabulated $\mu-E_D=4.4$ meV is $1.02\,kT$. Equation (\ref{eq:ratio}) then gives $N_D^0/N_D^+=2e^{1.02}=5.5$, so 15 percent of the donors are already empty.

Within this model it is therefore safer to fit (\ref{eq:stable}) over the whole range, with $\varepsilon$, $N_D$ and $N_A$ free, than to choose a slope rule in advance. For real silicon the fit also needs the excited donor states discussed below. When $n_1\gg N_D$, (\ref{eq:quad}) gives the plateau $n=N_D-N_A$. Within the model, data well below $T^*$, where $n\ll N_A$, supply $\varepsilon$ from the slope and $K$ from the prefactor in (\ref{eq:ncomp}). For $N_A=10^{12}$ cm$^{-3}$ this means about 20 K or lower; just below $T^*$ the slope is still too small, and the value of $K$ comes out far too large. Together they fix both densities, provided that $N_C$ and $g$ are known and band electrons alone are being measured. In a simulation, a small background acceptor density added for numerical convenience is not harmless below its own $T^*$.

\subsection{Where real silicon departs from the model}

The chosen donor density is moderate, and a residual acceptor density near $10^{12}$ cm$^{-3}$ is a rough figure for clean material, so for such crystals the compensated limit is the relevant one well below $T^*=26.5$ K. Several assumptions shift the numbers.

\textbf{A second bound electron.} A neutral donor can weakly bind another electron, here by a rough $\varepsilon_-=2$ meV. The doubly occupied state has weight $e^{(2\mu-E_D-E_2)/kT}$, with $E_2=E_C-\varepsilon_-$. When nearly all donors are neutral, the density $N_D^-$ of such donors satisfies
\begin{equation}
\frac{N_D^-}{n}\simeq\frac{N_D}{2N_C}\,e^{\varepsilon_-/kT},
\end{equation}
which diverges as $T\to0$. Without acceptors, neutrality then becomes $N_D^+=N_D^-$. Equal weights require $2\mu=E_D+E_2$, so $\mu-E_D=(\varepsilon-\varepsilon_-)/2=21.5$ meV instead of 22.5 meV. The limiting slope of $n$ is then $(\varepsilon+\varepsilon_-)/2=23.5$ meV. The upper level in the midpoint rule is thus the lowest one that accepts an added electron. For these parameters the ratio reaches one near 5 K, so the conduction edge is the right choice well above that temperature.

\textbf{Coulomb fields.} A charged acceptor raises the electron levels of nearby donors and so selects which of them is emptied. For $K\ll1$ and $T\to0$, consider one acceptor among randomly placed donors, with point charges in a medium of dielectric constant $\kappa=11.7$. If $\mu$ lies $\Delta$ above $E_D$, emptying a donor at distance $r$ costs $\Delta-1/(\kappa r)$, and two empty donors repel each other. Minimizing the energy over zero, one or two empty donors, and requiring one per acceptor on average, gives
\begin{equation}
\Delta\simeq0.98\,\frac{N_D^{1/3}}{\kappa}=1.2\ \text{meV}.
\end{equation}
This lift does not vanish as $K\to0$, since each acceptor brings its own field. The compensated limit lies at the isolated donor level only for dilute donors, and in this point-charge estimate the limiting activation energy falls from 45 to about 43.8 meV. The estimate omits wave-function overlap in close donor pairs. In a one-valley hydrogenic picture with a Bohr radius of 1.4 to 2 nm, pairs a few radii apart give up an electron at up to 2 to 3 meV above $E_D$, and about $10^{12}$ cm$^{-3}$ of them lie above 1.2 meV. For $N_A=10^{12}$ cm$^{-3}$ this raises the $T\to0$ lift to about 2 meV. Valley interference in silicon alters these pair levels, so the lift is known only to about a meV. At 10 K the lift is comparable with $kT$, and its effect there has not been computed. At larger $K$ the fields overlap and this estimate does not apply. The approach from below for $K>1/3$ is then a statement about isolated levels: for $N_A=6\times10^{14}$ cm$^{-3}$ at 10 K it amounts to $-0.9$ meV, less than the Coulomb unit $N_D^{1/3}/\kappa=1.2$ meV.

\textbf{Excited donor states.} Ten further spin-orbital states, placed a rough 12 meV above the ground state, lower $\mu$ by 0.5 meV at 50 K but by only 0.008 meV at 20 K, for $N_A=10^{12}$ cm$^{-3}$. They leave the limits unchanged because their weight relative to the ground state vanishes exponentially. In a fit to measured densities they do matter: the shift at 50 K lowers $n$ by about 12 percent. To include them, replace $g=2$ in $n_1$ by $2+10\,e^{-\delta/kT}$, with $\delta=12$ meV here; a fit with fixed $g$ gives biased values of $N_D$ and $N_A$.

If the second-electron and Coulomb shifts are simply added, the jump shrinks from 22.5 to about 20.3 meV, a figure that close donor pairs make uncertain by about a meV. It remains much larger than either correction. At 300 K the same $10^{12}$ acceptors per cm$^3$ move $\mu$ by only $-0.03$ meV, so compensation at this level can be ignored for the Fermi level at room temperature. The table shows that the same holds at 50 K, where freeze-out has begun, but not near or below $T^*=26.5$ K. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Rough Si:P inputs: donor depth 45.0 meV, N_D 1.0e+15 cm^-3
Masses 0.92, 0.19 m_e; valleys 6; N_C(10 K) 1.670e+17 cm^-3
Midpoint lies above E_D by 22.50 meV
mu - E_D in meV; columns N_A in cm^-3:
  T/K     0e+00    1e+00    1e+10    1e+12    6e+14
    1    22.398    2.917    0.932    0.535   -0.095
    2    22.207    5.833    1.865    1.071   -0.189
    5    21.472   14.583    4.662    2.677   -0.473
   10    19.996   19.996    9.324    5.354   -0.947
   20    16.596   16.596   16.335   10.707   -1.893
   30    12.854   12.854   12.850   12.480   -2.840
   50     4.425    4.425    4.425    4.410   -5.039
At 0.01 K, mu - E_D: N_A=0 22.502 meV; N_A=1 cm^-3 0.029 meV
Ramp at ln(1/K) = 20000: t, (mu-E_D)/depth
  0.1  0.1000
  0.3  0.3000
  0.7  0.5001
  1.0  0.5001
Finite crystal, 4000 donors, kT = depth/2000:
  acceptors, removal, addition, mean (above E_D, /depth)
  0  0.0038  0.9936  0.4987
  1  0.0035  0.0038  0.0036
Crossover: N_A/cm^-3, T*/K, kT*/meV, n/N_A at T*
  1e+00  7.15  0.616  0.6180
  1e+06  11.34  0.977  0.6180
  1e+10  18.41  1.586  0.6180
  1e+12  26.50  2.284  0.6173
N_A 0e+00 cm^-3: n(5 K) 1.14e-07 cm^-3, activation 22.500 meV
N_A 1e+12 cm^-3: n(5 K) 1.29e-26 cm^-3, activation 45.000 meV
Second electron bound by 2.0 meV (rough): N_A=0, 1 K
  mu - E_D becomes 21.500 meV
Excited donor states 12 meV up (rough), N_A=1e12 cm^-3:
  shift of mu at 10 K: -0.0000 meV
  shift of mu at 20 K: -0.0081 meV
  shift of mu at 50 K: -0.5368 meV
Coulomb unit (kappa 11.7) 1.231 meV; lift 0.98 units = 1.21 meV
  acceptors with no ionized donor nearby: 1.2 percent
Donor overlap N_D^(1/3) a, a = 2.0 nm (rough): 0.020
log10 of neutral acceptor fraction at 50 K: -109
300 K: E_C - mu 264.2 meV; N_A=1e12 cm^-3 shifts mu by -0.0259 meV
\end{verbatim}
